**Pair creation in parallel fields: Dirac and scalar rates**

For constant parallel fields $E$ and $B$, with $x=\pi B/E$, charge $e$ and mass $m$, the program tests the mean pair rates $(e^2EB/4\pi^2)\coth x\,e^{-\pi m^2/eE}$ for Dirac particles and $(e^2EB/8\pi^2)\,e^{-\pi m^2/eE}/\sinh x$ for complex scalars. It obtains the Landau levels by diagonalizing matrices and asserts that the contour-integral solution satisfies the mode equations. It then evolves the modes numerically through the field and asserts that their summed pair numbers agree with both rate formulas to a relative accuracy of $10^{-3}$. The vacuum decay rates from the level sums are compared with the imaginary part of the one-loop effective Lagrangian, to a relative accuracy of $10^{-6}$. Further assertions cover the limit $B\to0$ and, on a grid of $B/E$ from 0.05 to 4, the rise of the Dirac factor and the fall of the scalar factor. For $eE=eB=0.2\,m^2$ the output shows the Dirac rate multiplied by 3.15 and the scalar rate by 0.272, relative to $B=0$. At $eE=2m^2$, $eB=0.5m^2$ the vacuum decay rate is 1.086 times the pair rate for Dirac particles and 0.963 times for scalars.

## Numerical verification

```python
# Result under test: in constant parallel fields E and B the mean number of pairs
# per volume and time is
#   Dirac  : (eE)(eB)/(4 pi^2) * coth(x) * exp(-pi m^2/eE)
#   scalar : (eE)(eB)/(8 pi^2) / sinh(x) * exp(-pi m^2/eE),   x = pi B/E.
# Symbols: eE, eB = charge times field in units of m^2 (hbar = c = m = 1);
# M2 = squared transverse energy of a Landau level; tau = kinetic momentum along
# the fields divided by sqrt(eE); lam = M2/eE.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad

pi = np.pi


def dirac_rate(eE, eB):
    return eE * eB / (4 * pi**2) / np.tanh(pi * eB / eE) * np.exp(-pi / eE)


def scalar_rate(eE, eB):
    return eE * eB / (8 * pi**2) / np.sinh(pi * eB / eE) * np.exp(-pi / eE)


# ---- Landau levels from the transverse Dirac operator and from Pi_perp^2 ----
def landau_levels(eB, n_keep):
    size = n_keep + 2      # two spare states make the kept elements of squares exact
    low = np.diag(np.sqrt(np.arange(1, size)), 1).astype(complex)
    pi_x = np.sqrt(eB / 2) * (low + low.conj().T)
    pi_y = -1j * np.sqrt(eB / 2) * (low - low.conj().T)
    s1 = np.array([[0, 1], [1, 0]], complex)
    s2 = np.array([[0, -1j], [1j, 0]])
    s3 = np.diag([1, -1]).astype(complex)
    one = np.eye(size)
    h = (np.kron(np.kron(s1, s1), pi_x) + np.kron(np.kron(s1, s2), pi_y)
         + np.kron(np.kron(s3, np.eye(2)), one))
    alpha_z = np.kron(np.kron(s1, s3), one)
    assert np.abs(alpha_z @ h + h @ alpha_z).max() < 1e-12
    h2 = (h @ h).reshape(4, size, 4, size)[:, :n_keep, :, :n_keep]
    dirac = np.linalg.eigvalsh(h2.reshape(4 * n_keep, 4 * n_keep))
    perp2 = (pi_x @ pi_x + pi_y @ pi_y)[:n_keep, :n_keep]
    scalar = 1 + np.linalg.eigvalsh(perp2)
    return dirac, scalar


eE_t, eB_t, n_keep = 2.0, 0.5, 20
x_t = pi * eB_t / eE_t
dirac_all, M2_scalar = landau_levels(eB_t, n_keep)
n = np.arange(n_keep)
expected = np.sort(np.concatenate([1 + eB_t * (2 * n + 1 - s) for s in (1, -1)]))
assert np.allclose(dirac_all, np.repeat(expected, 2), atol=1e-10)
assert np.allclose(M2_scalar, 1 + eB_t * (2 * n + 1), atol=1e-10)
M2_dirac = dirac_all[::2]   # a 2x2 block holds one negative and one positive state

# ---- contour-integral solution of the mode equations ----
k = np.arange(-30, 30, 0.01) * np.exp(-0.25j * pi) - 1j   # passes below k = 0
log_k = np.log(1j * k) - 0.5j * pi                        # continuous on the path


def contour_mode(tau, lam, kappa):
    power = -1 + 0.5j * lam - 0.5 * (kappa - 1)
    return np.exp(-0.5j * tau**2) * np.sum(
        np.exp(power * log_k - 0.25j * k**2 + 1j * k * tau))


step = 0.02
for kappa in (0, 1):        # 0: scalar mode, 1: upper Dirac component
    for tau in (-1.0, 0.3, 1.0):
        f = [contour_mode(tau + j * step, 0.5, kappa) for j in range(-2, 3)]
        second = (-f[0] + 16*f[1] - 30*f[2] + 16*f[3] - f[4]) / (12 * step**2)
        residual = second + (tau**2 + 0.5 + 1j * kappa) * f[2]
        assert abs(residual) < 1e-5 * (abs(f[2]) + abs(second))

# ---- real-time evolution of all modes through the field ----
T = 20.0


def evolve_dirac(lam):
    mu, size = np.sqrt(lam), len(lam)
    energy = np.sqrt(T**2 + lam)

    def rhs(tau, y):
        a, b = y[:size], y[size:]
        return -1j * np.concatenate([tau * a + mu * b, mu * a - tau * b])

    a0, b0 = mu, T - energy                 # negative-energy state at tau = -T
    norm = np.sqrt(a0**2 + b0**2)
    y0 = np.concatenate([a0 / norm, b0 / norm]).astype(complex)
    y = solve_ivp(rhs, (-T, T), y0, method="DOP853", rtol=1e-9, atol=1e-11).y[:, -1]
    a1, b1 = energy + T, mu                 # positive-energy state at tau = +T
    return np.abs((a1 * y[:size] + b1 * y[size:]) / np.sqrt(a1**2 + b1**2))**2


def evolve_scalar(lam):
    size = len(lam)
    omega = np.sqrt(T**2 + lam)
    slope = T / omega / (2 * omega)         # omega'/(2 omega) at tau = +T

    def rhs(tau, y):
        return np.concatenate([y[size:], -(tau**2 + lam) * y[:size]])

    f0 = 1 / np.sqrt(2 * omega)
    y0 = np.concatenate([f0 + 0j, (-1j * omega + slope) * f0])
    y = solve_ivp(rhs, (-T, T), y0, method="DOP853", rtol=1e-9, atol=1e-11).y[:, -1]
    return np.abs(y[size:] + (1j * omega + slope) * y[:size])**2 / (2 * omega)


N_dirac = evolve_dirac(M2_dirac / eE_t)
N_scalar = evolve_scalar(M2_scalar / eE_t)
# finite start and end times leave errors of order T^-3 in the Dirac amplitudes
assert np.abs(N_dirac - np.exp(-pi * M2_dirac / eE_t)).max() < 2e-4
assert np.abs(N_scalar - np.exp(-pi * M2_scalar / eE_t)).max() < 2e-4
density = eE_t * eB_t / (4 * pi**2)
evolved_dirac = density * N_dirac.sum()
evolved_scalar = density * N_scalar.sum()
assert abs(evolved_dirac / dirac_rate(eE_t, eB_t) - 1) < 1e-3
assert abs(evolved_scalar / scalar_rate(eE_t, eB_t) - 1) < 1e-3

# ---- vacuum decay rate: level sums against the one-loop effective Lagrangian ----
mp.mp.dps = 30


def twice_im_lagrangian(eE, eB, spinor):
    ray = mp.expjpi(mp.mpf(1) / 4)          # contour above the poles on the real axis

    def integrand(r):
        s = r * ray
        u, v = eE * s, eB * s
        if spinor:
            bracket = u * v * mp.cot(u) * mp.coth(v) - 1 - (v**2 - u**2) / 3
            return -ray * mp.exp(-s) / s**3 * bracket / (8 * mp.pi**2)
        bracket = u * v / (mp.sin(u) * mp.sinh(v)) - 1 + (v**2 - u**2) / 6
        return ray * mp.exp(-s) / s**3 * bracket / (16 * mp.pi**2)

    nodes = [mp.mpf(10)**-5, 0.5, 1, 2, 4, 8, 16, 32, 60]
    return float(2 * mp.im(mp.quad(integrand, nodes)))


decay_dirac = density * np.sum(-np.log1p(-np.exp(-pi * M2_dirac / eE_t)))
decay_scalar = density * np.sum(np.log1p(np.exp(-pi * M2_scalar / eE_t)))
loop_dirac = twice_im_lagrangian(eE_t, eB_t, True)
loop_scalar = twice_im_lagrangian(eE_t, eB_t, False)
assert abs(loop_dirac / decay_dirac - 1) < 1e-6
assert abs(loop_scalar / decay_scalar - 1) < 1e-6
j = np.arange(1, 60)
series = density * np.sum(np.exp(-j * pi / eE_t) / (j * np.tanh(j * x_t)))
assert abs(series / loop_dirac - 1) < 1e-6

# ---- limit B -> 0 against the integral over free transverse momentum ----
eE = 0.2


def zero_B_rate(eE, spins):
    area = quad(lambda p: p / (2 * pi) * np.exp(-pi * (1 + p**2) / eE), 0, 5,
                epsabs=0, epsrel=1e-10)[0]
    return spins * eE / (2 * pi) * area


R0_dirac, R0_scalar = zero_B_rate(eE, 2), zero_B_rate(eE, 1)
assert abs(dirac_rate(eE, 1e-4 * eE) / R0_dirac - 1) < 1e-6
assert abs(scalar_rate(eE, 1e-4 * eE) / R0_scalar - 1) < 1e-6

# ---- enhancement and suppression, from explicit level sums ----
ratios = np.linspace(0.05, 4, 80)
levels = np.arange(2000)
up, down = [], []
for q in ratios:
    orbital = np.exp(-pi * q * (2 * levels + 1))
    both_spins = sum(np.exp(-pi * q * (2 * levels + 1 - s)).sum() for s in (1, -1))
    front = eE * q * eE / (4 * pi**2) * np.exp(-pi / eE)
    up.append(front * both_spins / R0_dirac)
    down.append(front * orbital.sum() / R0_scalar)
up, down = np.array(up), np.array(down)
assert up[0] > 1 and np.all(np.diff(up) > 0)
assert down[0] < 1 and np.all(np.diff(down) < 0)
assert np.allclose(up, pi * ratios / np.tanh(pi * ratios), rtol=1e-8)
assert np.allclose(down, pi * ratios / np.sinh(pi * ratios), rtol=1e-8)

# ---- worked example ----
eB = eE
x = pi * eB / eE
me, c, hbar, e = const.m_e, const.c, const.hbar, const.e
E_crit = me**2 * c**3 / (e * hbar)
to_SI = c / (hbar / (me * c))**4            # m^4 in natural units -> 1/(m^3 s)
RD, RS = dirac_rate(eE, eB), scalar_rate(eE, eB)
print("WORKED EXAMPLE (electron mass and charge)")
print(f"eE = {eE:.3f} m^2, eB = {eB:.3f} m^2, x = pi B/E = {x:.5f}")
print(f"critical field m^2/e = {E_crit:.4e} V/m")
print(f"E = {eE * E_crit:.4e} V/m, B = {eB * E_crit / c:.4e} T")
print(f"exp(-pi m^2/eE) = {np.exp(-pi / eE):.5e}")
print(f"prefactor e^2 E B/(4 pi^2) = {eE * eB / (4 * pi**2):.5e} m^4")
print(f"coth x = {1 / np.tanh(x):.6f}, 1/(2 sinh x) = {0.5 / np.sinh(x):.6f}")
print(f"Dirac pair rate  = {RD:.5e} m^4")
print(f"scalar pair rate = {RS:.5e} m^4")
print(f"conversion: 1 m^4 = {to_SI:.5e} per m^3 s")
print(f"Dirac pair rate  = {RD * to_SI:.4e} per m^3 s")
print(f"scalar pair rate = {RS * to_SI:.4e} per m^3 s")
print(f"B = 0 Dirac rate  = {R0_dirac:.5e} m^4")
print(f"B = 0 scalar rate = {R0_scalar:.5e} m^4")
print(f"Dirac rate / its B = 0 value  = {RD / R0_dirac:.5f}")
print(f"scalar rate / its B = 0 value = {RS / R0_scalar:.5f}")
print(f"Dirac rate / scalar rate = {RD / RS:.4f}")
print("TABLE at eE = 0.2 m^2: B/E, Dirac factor, scalar factor,")
print("  Dirac/scalar rate, lowest-level share of Dirac rate")
for q in (0.1, 0.25, 0.5, 1.0, 2.0):
    d, s = dirac_rate(eE, q * eE), scalar_rate(eE, q * eE)
    lowest = q * eE**2 / (4 * pi**2) * np.exp(-pi / eE)
    print(f"  {q:.2f}  {d / R0_dirac:.5f}  {s / R0_scalar:.5f}"
          f"  {d / s:.4f}  {lowest / d:.5f}")
print("STRONG-FIELD TEST CASE")
print(f"eE = {eE_t:.2f} m^2, eB = {eB_t:.2f} m^2, x = {x_t:.5f}")
print(f"lowest Dirac level: M^2 = {M2_dirac[0]:.3f} m^2, N evolved = {N_dirac[0]:.5f},"
      f" N formula = {np.exp(-pi * M2_dirac[0] / eE_t):.5f}")
print(f"lowest scalar level: M^2 = {M2_scalar[0]:.3f} m^2, N evolved = {N_scalar[0]:.5f},"
      f" N formula = {np.exp(-pi * M2_scalar[0] / eE_t):.5f}")
print(f"Dirac pair rate: evolved modes {evolved_dirac:.5e} m^4,"
      f" formula {dirac_rate(eE_t, eB_t):.5e} m^4")
print(f"scalar pair rate: evolved modes {evolved_scalar:.5e} m^4,"
      f" formula {scalar_rate(eE_t, eB_t):.5e} m^4")
print(f"Dirac vacuum decay rate: level sum {decay_dirac:.7e} m^4,"
      f" 2 Im L {loop_dirac:.7e} m^4")
print(f"scalar vacuum decay rate: level sum {decay_scalar:.7e} m^4,"
      f" 2 Im L {loop_scalar:.7e} m^4")
print(f"decay rate / pair rate: Dirac {decay_dirac / dirac_rate(eE_t, eB_t):.5f},"
      f" scalar {decay_scalar / scalar_rate(eE_t, eB_t):.5f}")
print("OK")
```

Output:

```
WORKED EXAMPLE (electron mass and charge)
eE = 0.200 m^2, eB = 0.200 m^2, x = pi B/E = 3.14159
critical field m^2/e = 1.3233e+18 V/m
E = 2.6466e+17 V/m, B = 8.8280e+08 T
exp(-pi m^2/eE) = 1.50702e-07
prefactor e^2 E B/(4 pi^2) = 1.01321e-03 m^4
coth x = 1.003742, 1/(2 sinh x) = 0.043295
Dirac pair rate  = 1.53264e-10 m^4
scalar pair rate = 6.61080e-12 m^4
conversion: 1 m^4 = 1.34820e+58 per m^3 s
Dirac pair rate  = 2.0663e+48 per m^3 s
scalar pair rate = 8.9127e+46 per m^3 s
B = 0 Dirac rate  = 4.86036e-11 m^4
B = 0 scalar rate = 2.43018e-11 m^4
Dirac rate / its B = 0 value  = 3.15335
scalar rate / its B = 0 value = 0.27203
Dirac rate / scalar rate = 23.1839
TABLE at eE = 0.2 m^2: B/E, Dirac factor, scalar factor,
  Dirac/scalar rate, lowest-level share of Dirac rate
  0.10  1.03268  0.98374  2.0995  0.30422
  0.25  1.19763  0.90414  2.6492  0.65579
  0.50  1.71269  0.68257  5.0184  0.91715
  1.00  3.15335  0.27203  23.1839  0.99627
  2.00  6.28323  0.02347  535.4935  0.99999
STRONG-FIELD TEST CASE
eE = 2.00 m^2, eB = 0.50 m^2, x = 0.78540
lowest Dirac level: M^2 = 1.000 m^2, N evolved = 0.20790, N formula = 0.20788
lowest scalar level: M^2 = 1.500 m^2, N evolved = 0.09478, N formula = 0.09478
Dirac pair rate: evolved modes 8.03025e-03 m^4, formula 8.02943e-03 m^4
scalar pair rate: evolved modes 3.03084e-03 m^4, formula 3.03087e-03 m^4
Dirac vacuum decay rate: level sum 8.7176543e-03 m^4, 2 Im L 8.7176543e-03 m^4
scalar vacuum decay rate: level sum 2.9187311e-03 m^4, 2 Im L 2.9187311e-03 m^4
decay rate / pair rate: Dirac 1.08571, scalar 0.96300
OK
```
